# Linear and Murnaghan Relaxation Volumes of a Defective Supercell

## Question

A periodic supercell of a cubic crystal contains one point defect. Its volume is held at $V$, the volume at which the perfect host cell has zero pressure. The atoms inside are relaxed, and the cell is left with a residual pressure $P$, counted positive when the cell pushes outward. If the cell is now released, with its number of atoms unchanged, it reaches zero pressure at a volume $V_0$. The relaxation volume of the defect is

$$\Delta V = V_0 - V .$$

Let $B$ be the bulk modulus of the defective cell at zero pressure and $B'$ the derivative of its bulk modulus with respect to pressure. Assume that the stress is hydrostatic, that the temperature is zero unless a part says otherwise, and that the atoms stay relaxed at every volume. The Murnaghan model takes the bulk modulus to be linear in pressure, $B(p)=B+B'p$.

Data: $B=98$ GPa, $B'=4.2$, $P=2$ GPa, and 64 host sites of $0.020\ \mathrm{nm^3}$ each, so that $V=1.280\ \mathrm{nm^3}$.

The parts are answered in turn. The numbers are collected in the numerical output after the text.

## Part (a)

*Derive $\Delta V$ from $V$, $P$, $B$ and $B'$ in the Murnaghan model, and obtain the linear-elastic result as a limit.*

**Model answer.** Let $v$ and $p$ be the volume and pressure at a point on the way from the fixed cell to the released one. The definition of the bulk modulus, with the Murnaghan assumption inserted, is

$$-v\,\frac{dp}{dv}=B+B'p .$$

The minus sign makes the modulus positive, since pressure falls as volume grows. Separating the variables gives

$$\frac{dv}{v}=-\frac{dp}{B+B'p}.$$

The path starts at $(v,p)=(V,P)$ and ends at $(V_0,0)$. Integrating between these points, and exchanging the limits on the right to absorb the minus sign, we find

$$\ln\frac{V_0}{V}=-\int_P^0\frac{dp}{B+B'p}=\int_0^P\frac{dp}{B+B'p}=\frac{1}{B'}\ln\left(1+\frac{B'P}{B}\right).$$

The modulus must stay positive along the path, which requires $1+B'P/B>0$. Any positive $P$ satisfies this when $B'>0$; a strong residual tension may not. With

$$x=\frac{P}{B},$$

exponentiating and subtracting one gives the Murnaghan result

$$\Delta V_{\rm M}=V\left[(1+B'x)^{1/B'}-1\right].$$

For small $x$ the power is $1+(1/B')B'x=1+x$ to first order, so $B'$ cancels and

$$\Delta V_{\rm lin}=Vx=\frac{VP}{B}.$$

This is linear elasticity: an expansion $\Delta V$ lowers the pressure by $B\,\Delta V/V$, and the release ends when that reduction equals $P$. The strain here is referred to the known, fixed volume $V$, and the modulus is the one at zero pressure. Part (e) examines what happens if either choice is changed.

## Part (b)

*For the data given, show that linear elasticity overestimates the relaxation volume by about 3 percent.*

**Model answer.** The linear strain is

$$x=\frac{2}{98}=0.020408 .$$

For the Murnaghan strain we need $B'x=4.2\times0.020408=0.085714$. Then

$$\ln\frac{V_0}{V}=\frac{\ln(1.085714)}{4.2}=0.019580,$$

$$\frac{\Delta V_{\rm M}}{V}=e^{0.019580}-1=0.019773 .$$

Numerical integration of the differential equation in part (a), from 2 GPa down to zero, gives the same strain, 0.019773. The two relaxation volumes are

$$\Delta V_{\rm lin}=1.280\times0.020408=0.026122\ \mathrm{nm^3},$$

$$\Delta V_{\rm M}=1.280\times0.019773=0.025310\ \mathrm{nm^3}.$$

Their difference is $0.000812\ \mathrm{nm^3}$. Relative to the Murnaghan value,

$$\frac{\Delta V_{\rm lin}}{\Delta V_{\rm M}}-1=\frac{0.000812}{0.025310}=3.2\ \text{percent},$$

which is the stated overestimate. The Murnaghan relaxation volume corresponds to 1.27 site volumes. The number of sites affects the volumes in $\mathrm{nm^3}$, but at a given $P$ it cancels from the percentage, which depends on $x$ and $B'$ alone.

## Part (c)

*Does the linear rule overestimate at every positive pressure in this model? What happens if the defect leaves the cell under tension?*

**Model answer.** Consider the function

$$g(x)=(1+x)^{B'}-1-B'x,\qquad x>-1 .$$

It vanishes at $x=0$, and its derivative is

$$g'(x)=B'\left[(1+x)^{B'-1}-1\right].$$

For $B'>1$ this derivative is positive when $x>0$ and negative when $-1<x<0$. Hence $g$ has its minimum, zero, at $x=0$, and for every other allowed $x$

$$(1+x)^{B'}>1+B'x .$$

When $1+B'x>0$, both sides are positive. Taking the power $1/B'$, which preserves the order, gives

$$1+x>(1+B'x)^{1/B'}\quad\Longrightarrow\quad \Delta V_{\rm lin}>\Delta V_{\rm M}.$$

For $P>0$ both volumes are positive, so the linear rule overestimates the expansion at every positive pressure, provided $B'>1$ and the Murnaghan model holds.

For $P<0$ the cell pulls inward and contracts on release. Both volumes are negative, and the same inequality says that the linear value is the less negative one. The linear rule then underestimates the size of the contraction. At $P=-2$ GPa the Murnaghan strain is $-0.021110$ against a linear strain of $-0.020408$, so the linear magnitude is too small by 3.3 percent.

The condition on $B'$ matters. At $B'=1$, $g$ is zero for all $x$ and the linear rule is exact within the model. For $0<B'<1$ the sign of $g'$ is reversed, $g$ is negative away from $x=0$, and the linear rule underestimates the expansion at positive pressure.

## Part (d)

*Expand the relative error to second order in $x$. Explain the origin of the leading term.*

**Model answer.** Write $L=\ln(V_0/V)$. For $|B'x|<1$ the logarithm may be expanded:

$$L=\frac{\ln(1+B'x)}{B'}=x-\frac{B'x^2}{2}+\frac{B'^2x^3}{3}+\dots$$

The strain is $e^L-1=L+L^2/2+L^3/6+\dots$. To third order, $L^2=x^2-B'x^3$ and $L^3=x^3$. Collecting powers,

$$\frac{\Delta V_{\rm M}}{V}=x-\frac{B'-1}{2}x^2+\left(\frac{B'^2}{3}-\frac{B'}{2}+\frac16\right)x^3+\dots$$

The last bracket equals $(2B'^2-3B'+1)/6=(B'-1)(2B'-1)/6$. Dividing by $x$ therefore gives

$$\frac{\Delta V_{\rm M}}{\Delta V_{\rm lin}}=1-ax+cx^2+\dots,$$

$$a=\frac{B'-1}{2},\qquad c=\frac{(B'-1)(2B'-1)}{6}.$$

The reciprocal is $1+ax+(a^2-c)x^2+\dots$, and

$$a^2-c=\frac{B'-1}{12}\left[3(B'-1)-2(2B'-1)\right]=-\frac{B'^2-1}{12}.$$

The relative error is thus

$$\frac{\Delta V_{\rm lin}}{\Delta V_{\rm M}}-1=\frac{B'-1}{2}x-\frac{B'^2-1}{12}x^2+\dots$$

For the data, the first term is $3.2\times0.020408/2=3.265$ percent and the second is $-0.058$ percent. Their sum, 3.208 percent when the terms are not rounded first, is close to the full value of 3.210 percent. Under tension the first term changes sign and the second does not. The sum is then $-3.323$ percent, against the full value of $-3.326$ percent. This accounts for the slightly larger error under tension.

The leading term combines two effects of opposite sign. The first is stiffening. Under pressure the cell is stiffer than at zero pressure, so it expands less during the early part of the release than the constant modulus $B$ predicts. This is the term $-B'x^2/2$ in $L$, and it contributes $+B'x/2=4.286$ percent to the error of the linear rule.

The second effect is the change of reference volume. The bulk modulus relates a pressure step to the fractional change of the current volume, which grows during the release, while the linear rule keeps the initial volume. This is the term $L^2/2$ in the exponential, and it contributes $-x/2=-1.020$ percent.

Removing the stiffening isolates the second effect. With $B'=0$ the differential equation gives $L=x$ and a strain $e^x-1$, which exceeds $x$. The linear rule is then too small by 1.017 percent. The overestimate in part (b) is therefore due to stiffening, partly offset by the growing reference volume.

## Part (e)

*How does the result change if the linear estimate uses the modulus of the compressed cell, or if strain is referred to $V_0$?*

**Model answer.** A modulus computed from small volume changes around the fixed cell is the modulus at pressure $P$,

$$B(P)=B+B'P=98+4.2\times2=106.4\ \mathrm{GPa}.$$

Using it in the linear rule gives the strain

$$\frac{P}{B(P)}=\frac{x}{1+B'x}=x(1-B'x+\dots).$$

Multiplying the ratio from part (d) by this extra factor, and keeping first order, we find the error

$$(1-B'x)\left(1+\frac{B'-1}{2}x\right)-1\simeq-\frac{B'+1}{2}x .$$

The sign is reversed: this estimate is too small. The full calculation gives $-4.9$ percent. The stiffness at the start of the release has been applied to the whole release, although the cell softens as it expands.

If strain is instead referred to the released volume, the Murnaghan strain to be compared with $x$ is $\Delta V_{\rm M}/V_0$. Since $V_0=V+\Delta V_{\rm M}$, the relative error of the strain is

$$\frac{x}{\Delta V_{\rm M}/V_0}-1=\frac{Vx}{\Delta V_{\rm M}}\left(1+\frac{\Delta V_{\rm M}}{V}\right)-1 .$$

With the numbers of part (b) this is $1.03210\times1.019773-1=5.3$ percent. Making both changes at once, the compressed modulus with the reference volume $V_0$, gives $0.95062\times1.019773-1=-3.1$ percent, similar in size but opposite in sign. The overestimate of 3 percent therefore belongs to a definite pair of choices: the zero-pressure modulus and the fixed reference volume $V$.

## Part (f)

*Is the correction special to the Murnaghan equation?*

**Model answer.** For a smooth equation of state, the modulus near zero pressure has the expansion

$$B(p)=B+B'p+\frac{B''p^2}{2}+\dots$$

Murnaghan's equation sets $B''$ and all higher derivatives to zero. Restoring $B''$ changes $1/B(p)$ by $-B''p^2/(2B^2)$ at lowest order. Integrating this from zero to $P$ changes $L$ by

$$\delta L=-\frac{B''P^3}{6B^2}=-\frac{BB''}{6}x^3 .$$

Because $\Delta V/V\simeq x$, the relative change of the relaxation volume is $-BB''x^2/6$. It is of second order, whereas the error of the linear rule is of first order. The leading error $(B'-1)x/2$ is thus common to smooth equations of state with the same $B$ and $B'$.

Two other equations make this concrete. With $y=(V_0/V)^{1/3}$, the third-order Birch–Murnaghan equation is

$$P=\frac{3B}{2}(y^7-y^5)\left[1+\frac34(B'-4)(y^2-1)\right].$$

With $z=1/y$, the Vinet equation is

$$P=3B\,\frac{1-z}{z^2}\exp\left[\frac32(B'-1)(1-z)\right].$$

Solving each for $V_0/V$ at 2 GPa gives strains of 0.019779 and 0.019781, against 0.019773 from Murnaghan. The relaxation volume shifts by 0.03 and 0.04 percent, about a hundredth of the correction being studied. This agreement holds at small $x$ and does not show that the three equations agree under strong compression.

## Part (g)

*The same defect is placed in cells of 216 and 512 sites. Keep $\Delta V_{\rm M}$, $B$, $B'$ and the site volume fixed. How do the linear error and the effect of a fixed error in the computed pressure change?*

**Model answer.** Solving the result of part (a) for the pressure gives

$$P=\frac{B}{B'}\left[\left(1+\frac{\Delta V_{\rm M}}{V}\right)^{B'}-1\right]\simeq\frac{B\,\Delta V_{\rm M}}{V}.$$

The cell volume is proportional to the number of sites $N$, so $P$ and $x$ fall as $1/N$ at leading order. By part (d), the relative error of the linear rule does the same:

| Sites | $P$ (GPa) | Linear error (percent) |
|---:|---:|---:|
| 64 | 2.00 | 3.21 |
| 216 | 0.58 | 0.94 |
| 512 | 0.24 | 0.40 |

An error $\delta P$ in the pressure behaves differently. From the linear rule, the resulting volume error is $V\,\delta P/B$, which grows with the cell. Relative to $\Delta V$ it is about $\delta P/P$. For $\delta P=0.05$ GPa, such as an incomplete basis might leave, the full formula gives a shift of 2.4 percent in the 64-site cell. The leading estimate is $0.05/0.5796=9$ percent for 216 sites and $0.05/0.2432=21$ percent for 512.

A larger cell thus reduces the nonlinear error but demands a more accurate pressure. If the perfect cell, computed at the same volume with the same settings, shows the same spurious pressure, subtracting its pressure removes the error. Holding $\Delta V$, $B$ and $B'$ fixed is an idealisation. $B$ and $B'$ belong to the defective cell and approach the host values as the defect is diluted, and $\Delta V$ itself can drift with cell size by terms of order $1/N$, the same order as the nonlinear correction. The formulas give the relaxation volume of the cell at hand; its approach to the isolated-defect value must be checked by changing the cell.

## Part (h)

*Compare the model with a real semiconductor. Which neglected effects could rival the 3 percent correction?*

**Model answer.** The data are round values in the rough regime of silicon, whose bulk modulus is near 100 GPa, with a pressure derivative near 4 and about $0.02\ \mathrm{nm^3}$ per atom. They do not describe a computed silicon defect. The defect is also taken to be neutral: in a charged periodic cell the computed pressure depends on the convention for the average electrostatic potential, and it must be corrected before these formulas are used. The residual pressure is likewise assumed, and it sets the expansion of 1.27 site volumes; for a smaller expansion in the same cell, the linear error falls nearly in proportion to $x$. Silicon devices are processed hot, which breaks the zero-temperature assumption. If the modulus depends on temperature through volume alone, then

$$\frac{d\ln B}{d\ln V}=\frac{1}{B}\frac{dB}{dP}\frac{dP}{d\ln V}=\frac{B'}{B}(-B)=-B'.$$

A rough volume expansion of $10^{-5}$ per K over 1000 K is 1 percent, so $B$ falls by about 4.2 percent. At the same residual pressure and the same $V$, this softening raises the Murnaghan relaxation volume by 4.2 percent. The 1 percent growth of $V$ itself would add about 1 percent more. The estimate omits any change of $B$ with temperature at fixed volume, and any change of $P$ itself. The first omission is not small: the measured elastic constants of silicon near room temperature fall by close to $10^{-4}$ per K, roughly twice the rate estimated here, so 4.2 percent is likely low.

The defect can also change the modulus. Since $\Delta V\simeq VP/B$, a small fractional decrease of $B$ produces nearly the same fractional increase of $\Delta V$. If the defective cell is 2 percent softer than the host, an assumed figure, using its own modulus instead of the host's raises the Murnaghan result by 2.0 percent. The defective cell may equally be stiffer than the host; the difference scales as $1/N$, as $x$ does, and can exceed the nonlinear correction.

These shifts are comparable with the nonlinear correction and may add to it or cancel it. Replacing the linear rule by Murnaghan's equation removes one known error of 3.2 percent when $B$ is the zero-pressure modulus of the defective cell itself; it does not by itself make the relaxation volume accurate to that level. With the host modulus it need not be an improvement: for the 2 percent softer cell above, the linear rule with the host modulus is too large by about 1.2 percent, while Murnaghan's equation with the host modulus is too small by about 1.9 percent.

Finally, a defect of low symmetry produces shear stress as well as pressure. If the cell's elastic response remains cubic, the linear volume change depends on the mean normal stress alone, because the three normal strains add to

$$\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}=(S_{11}+2S_{12})(\sigma_{xx}+\sigma_{yy}+\sigma_{zz}),$$

where $S_{11}$ and $S_{12}$ are elastic compliances. Shear can then change the volume at second order, the same order in stress as the correction found here. Its size is not estimated by this hydrostatic model, so a strongly anisotropic residual stress calls for relaxation of the full cell shape.

## Computed results

```
bulk modulus B: 98.0 GPa
pressure derivative B': 4.2 (dimensionless)
residual pressure P: 2.0 GPa
host sites: 64 (count)
volume per site: 0.020 nm^3
fixed cell volume V: 1.280 nm^3
x = P/B, linear strain: 0.020408 (dimensionless)
B'P/B: 0.085714 (dimensionless)
ln(1+B'P/B)/B': 0.019580 (dimensionless)
Murnaghan strain, formula: 0.019773 (dimensionless)
Murnaghan strain, integrated: 0.019773 (dimensionless)
linear relaxation volume: 0.026122 nm^3
Murnaghan relaxation volume: 0.025310 nm^3
Murnaghan result: 1.2655 site volumes
difference of the two volumes: 0.000812 nm^3
linear overestimate: 3.210 percent
first series term: 3.265 percent
second series term: -0.058 percent
stiffening part B'x/2: 4.286 percent
reference-volume part -x/2: -1.020 percent
linear error if B'=0: -1.017 percent
modulus of compressed cell: 106.4 GPa
linear error with that modulus: -4.938 percent
linear error, strain referred to relaxed volume: 5.251 percent
Murnaghan strain at -2 GPa: -0.021110 (dimensionless)
linear magnitude error at -2 GPa: -3.326 percent
64 sites: pressure 2.0000 GPa, linear error 3.210 percent
216 sites: pressure 0.5796 GPa, linear error 0.941 percent
512 sites: pressure 0.2432 GPa, linear error 0.396 percent
Birch-Murnaghan strain: 0.019779 (dimensionless)
Vinet strain: 0.019781 (dimensionless)
Birch-Murnaghan shift of dV: 0.026 percent
Vinet shift of dV: 0.037 percent
assumed defect softening of B: 2.0 percent
resulting shift of dV: 1.98 percent
assumed pressure error: 0.05 GPa
resulting shift of dV: 2.42 percent
assumed rough volume expansion: 1.0e-05 per K
assumed heating: 1000 K
estimated thermal softening: 4.2 percent
resulting shift of dV: 4.24 percent
```
